# Replacing a sloping tunnel barrier by a rectangle of average height: a program that tests the result

```python
"""
Result under test: for a barrier falling linearly from phi1 to phi2 (heights
above the electron energy) over length L, the WKB exponent
    G = 2 * integral of kappa dx,   kappa = sqrt(2 m phi) / hbar,
is slightly smaller than that of a rectangle of the average height.
Closed form: G_lin = (4 c L/3) (phi1^1.5 - phi2^1.5)/(phi1 - phi2),
with c = sqrt(2 m)/hbar.  With s = (phi1-phi2)/(phi1+phi2),
    G_lin/G_rect = 1 - s^2/24 - s^4/128 - ...
Units: energies in eV, lengths in nm, c in 1/(nm sqrt(eV)).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

phi1, phi2, length = 0.4, 0.2, 5.0
mass_light, mass_heavy = 0.19, 0.92      # rough silicon masses / m0
alpha = 0.5                              # rough nonparabolicity, 1/eV
gap = 1.1                                # rough silicon gap, eV
kin_source = 0.05                        # kinetic energy in source, eV
temperature = 300.0
average = 0.5 * (phi1 + phi2)
s_value = (phi1 - phi2) / (phi1 + phi2)


def wave_constant(mass):
    """sqrt(2 m)/hbar in 1/(nm sqrt(eV))."""
    return np.sqrt(2 * mass * const.m_e * const.e) / const.hbar * 1e-9


def linear(x):
    return phi1 - (phi1 - phi2) * x / length


def flat(x):
    return average


def exponent(height, c, nonpar=0.0):
    """WKB exponent by quadrature from its definition."""
    def kappa(x):
        h = height(x)
        return c * np.sqrt(h * (1 - nonpar * h))
    return 2 * quad(kappa, 0, length, epsabs=1e-12, epsrel=1e-12)[0]


c = wave_constant(mass_light)
G_lin = exponent(linear, c)
G_rect = exponent(flat, c)
G_closed = 4 * c * length / 3 * (phi1**1.5 - phi2**1.5) / (phi1 - phi2)
assert abs(G_lin / G_closed - 1) < 1e-10
assert G_rect > G_lin
excess = G_rect / G_lin - 1
assert 0.001 < excess < 0.01

# Pairs of points at equal distances from the middle of the barrier.
offsets = np.linspace(0.01, length / 2, 50)
pair_sums = (np.sqrt(linear(length / 2 - offsets))
             + np.sqrt(linear(length / 2 + offsets)))
assert np.all(pair_sums < 2 * np.sqrt(average))

# Series coefficients from the averaged square root, by symbolic algebra.
s, u = sp.symbols("s u", real=True)
expanded = sp.series(sp.sqrt(1 + s * u), s, 0, 6).removeO()
mean_root = sp.expand(sp.integrate(sp.expand(expanded), (u, -1, 1)) / 2)
assert mean_root.coeff(s, 1) == 0
assert mean_root.coeff(s, 2) == -sp.Rational(1, 24)
assert mean_root.coeff(s, 4) == -sp.Rational(1, 128)
series_two = 1 - s_value**2 / 24
series_four = series_two - s_value**4 / 128
# The first omitted term is about 4e-6 for s = 1/3.
assert abs(series_four - G_lin / G_rect) < 1e-5


def shape_ratio(tilt):
    """G_lin/G_rect for any tilt s, by quadrature."""
    return 0.5 * quad(lambda v: np.sqrt(max(0.0, 1 + tilt * v)), -1, 1)[0]


tilts = np.linspace(0.05, 1.0, 20)
ratios = np.array([shape_ratio(t) for t in tilts])
assert np.all(np.diff(ratios) < 0)
assert abs(ratios[-1] - 2 * np.sqrt(2) / 3) < 1e-7
for t, r in zip(tilts, ratios):
    formula = ((1 + t)**1.5 - (1 - t)**1.5) / (3 * t)
    assert abs(r - formula) < 1e-7

# Full transmission between flat contacts, by integrating the wave equation.
kin_drain = kin_source + phi1 - phi2
k_source, k_drain = c * np.sqrt(kin_source), c * np.sqrt(kin_drain)


def transmission(height):
    def rhs(x, y):
        return [y[1], c**2 * height(x) * y[0]]
    start = np.array([1.0 + 0j, 1j * k_drain])
    sol = solve_ivp(rhs, (length, 0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    incident = 0.5 * (psi + slope / (1j * k_source))
    return k_drain / (k_source * abs(incident)**2)


T_lin, T_rect = transmission(linear), transmission(flat)
kap = c * np.sqrt(average)
T_check = 4 * k_source * k_drain * kap**2 / (
    kap**2 * (k_source + k_drain)**2
    + (k_source**2 + kap**2) * (k_drain**2 + kap**2)
    * np.sinh(kap * length)**2)
assert abs(T_rect / T_check - 1) < 1e-6


def end_prefactor(left, right):
    """Thick-barrier prefactor from wave matching at the two ends."""
    return (16 * np.sqrt(kin_source * left * kin_drain * right)
            / ((kin_source + left) * (kin_drain + right)))


pre_lin = end_prefactor(phi1, phi2)
pre_rect = end_prefactor(average, average)
# Matching neglects the slope of kappa, a correction of a few percent.
assert abs(T_lin * np.exp(G_lin) / pre_lin - 1) < 0.10
assert abs(T_rect * np.exp(G_rect) / pre_rect - 1) < 0.001

# Effects left out of the simple exponent.
G_np_lin = exponent(linear, c, alpha)
G_np_rect = exponent(flat, c, alpha)
assert G_np_rect > G_np_lin
G_heavy = exponent(linear, wave_constant(mass_heavy))
G_heavy_rect = exponent(flat, wave_constant(mass_heavy))
assert abs((G_heavy_rect / G_heavy) / (G_rect / G_lin) - 1) < 1e-10
length_shift = G_lin * 0.1 / length
kT = const.k * temperature / const.e


def occupation_ratio(fermi):
    """Occupation at barrier top over that at the electron energy (zero)."""
    return (1 + np.exp(-fermi / kT)) / (1 + np.exp((phi1 - fermi) / kT))


field = (phi1 - phi2) / length * 10      # V/nm to MV/cm
assert kin_drain < gap

print(f"Barrier height at source end: {phi1:.2f} eV")
print(f"Barrier height at drain end: {phi2:.2f} eV")
print(f"Average height: {average:.2f} eV")
print(f"Barrier length: {length:.1f} nm")
print(f"Light mass (rough): {mass_light:.2f} m0")
print(f"Constant c: {c:.4f} 1/(nm sqrt(eV))")
print(f"Mean of sqrt(height), linear: {G_lin/(2*c*length):.6f} sqrt(eV)")
print(f"Root of average height: {np.sqrt(average):.6f} sqrt(eV)")
print(f"WKB exponent, linear: {G_lin:.4f} (no unit)")
print(f"WKB exponent, rectangle: {G_rect:.4f} (no unit)")
print(f"Difference of exponents: {G_rect-G_lin:.4f} (no unit)")
print(f"Rectangle excess in exponent: {100*excess:.3f} %")
print(f"Tilt s: {s_value:.4f} (no unit)")
print(f"Ratio linear/rectangle, quadrature: {G_lin/G_rect:.6f}")
print(f"Ratio, series through s^2: {series_two:.6f}")
print(f"Ratio, series through s^4: {series_four:.6f}")
print(f"Ratio for triangle, s = 1: {ratios[-1]:.6f}")
print(f"Largest excess, triangle: {100*(1/ratios[-1]-1):.2f} %")
print(f"exp(-G), linear: {np.exp(-G_lin):.3e} (no unit)")
print(f"exp(-G), rectangle: {np.exp(-G_rect):.3e} (no unit)")
print(f"Rectangle exp(-G) too small by: "
      f"{100*(1-np.exp(G_lin-G_rect)):.2f} %")
print(f"Kinetic energy in source: {kin_source:.2f} eV")
print(f"Kinetic energy in drain: {kin_drain:.2f} eV")
print(f"Full transmission, linear: {T_lin:.3e} (no unit)")
print(f"Full transmission, rectangle: {T_rect:.3e} (no unit)")
print(f"Full transmission, rectangle/linear: {T_rect/T_lin:.4f}")
print(f"End-matching prefactor, linear: {pre_lin:.3f} (no unit)")
print(f"End-matching prefactor, rectangle: {pre_rect:.3f} (no unit)")
print(f"Full transmission/exp(-G), linear: {T_lin*np.exp(G_lin):.3f}")
print(f"Full transmission/exp(-G), rectangle: {T_rect*np.exp(G_rect):.3f}")
print(f"Nonparabolicity (rough): {alpha:.2f} 1/eV")
print(f"Nonparabolic exponent, linear: {G_np_lin:.4f} (no unit)")
print(f"Nonparabolic exponent, rectangle: {G_np_rect:.4f} (no unit)")
print(f"Nonparabolic change of exponent: {100*(G_np_lin/G_lin-1):.2f} %")
print(f"Heavy mass (rough): {mass_heavy:.2f} m0")
print(f"Heavy-mass exponent, linear: {G_heavy:.3f} (no unit)")
print(f"Heavy-mass exponent, rectangle: {G_heavy_rect:.3f} (no unit)")
print(f"Exponent change for 0.1 nm of length: {length_shift:.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Occupation ratio top/electron energy, Fermi level at "
      f"electron energy: {occupation_ratio(0.0):.2e}")
print(f"Same ratio, Fermi level 0.05 eV higher: "
      f"{occupation_ratio(0.05):.2e}")
print(f"Field in barrier: {field:.2f} MV/cm")
print(f"Silicon gap (rough): {gap:.1f} eV")
print("finished without a failed check")
```

Output:

```
Barrier height at source end: 0.40 eV
Barrier height at drain end: 0.20 eV
Average height: 0.30 eV
Barrier length: 5.0 nm
Light mass (rough): 0.19 m0
Constant c: 2.2331 1/(nm sqrt(eV))
Mean of sqrt(height), linear: 0.545132 sqrt(eV)
Root of average height: 0.547723 sqrt(eV)
WKB exponent, linear: 12.1735 (no unit)
WKB exponent, rectangle: 12.2314 (no unit)
Difference of exponents: 0.0579 (no unit)
Rectangle excess in exponent: 0.475 %
Tilt s: 0.3333 (no unit)
Ratio linear/rectangle, quadrature: 0.995270
Ratio, series through s^2: 0.995370
Ratio, series through s^4: 0.995274
Ratio for triangle, s = 1: 0.942809
Largest excess, triangle: 6.07 %
exp(-G), linear: 5.165e-06 (no unit)
exp(-G), rectangle: 4.875e-06 (no unit)
Rectangle exp(-G) too small by: 5.62 %
Kinetic energy in source: 0.05 eV
Kinetic energy in drain: 0.25 eV
Full transmission, linear: 1.309e-05 (no unit)
Full transmission, rectangle: 1.359e-05 (no unit)
Full transmission, rectangle/linear: 1.0381
End-matching prefactor, linear: 2.499 (no unit)
End-matching prefactor, rectangle: 2.788 (no unit)
Full transmission/exp(-G), linear: 2.534
Full transmission/exp(-G), rectangle: 2.788
Nonparabolicity (rough): 0.50 1/eV
Nonparabolic exponent, linear: 11.2032 (no unit)
Nonparabolic exponent, rectangle: 11.2768 (no unit)
Nonparabolic change of exponent: -7.97 %
Heavy mass (rough): 0.92 m0
Heavy-mass exponent, linear: 26.788 (no unit)
Heavy-mass exponent, rectangle: 26.915 (no unit)
Exponent change for 0.1 nm of length: 0.2435
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Occupation ratio top/electron energy, Fermi level at electron energy: 3.81e-07
Same ratio, Fermi level 0.05 eV higher: 1.51e-06
Field in barrier: 0.40 MV/cm
Silicon gap (rough): 1.1 eV
finished without a failed check
```
